\section*{Small-Polaron Hopping from Repeated Landau--Zener Passes, part 2}

An electron hops between two sites, each with a lattice oscillator of frequency $\omega$. In the example, the polaron energy is $E_p=0.50$ eV, the phonon quantum $\hbar\omega=0.020$ eV, the hopping element $t=0.03$ eV (its general symbol is $J$ in the list of computed values) and the temperature 300 K. The nonadiabatic formula gives $9.5\times10^8$ hops per second and the adiabatic one $9.4\times10^8$, yet the interpolated rate is $7.4\times10^8$, below both. The task is to derive this rate and explain why.

The dimensionless relative lattice coordinate $u$ has mass $M=E_p/\omega^2$. The diabatic surfaces, with the electron fixed on site 1 (left well) or 2 (right well), are $V_1=\frac{E_p}{2}(u+1)^2$ and $V_2=\frac{E_p}{2}(u-1)^2$. Hopping splits them at $u=0$ by $2t$ into adiabatic surfaces. The lower one has its top at $W_{\rm top}=E_p/2-t$, wells at $W_{\min}=-t^2/(2E_p)$ with frequency $\omega_w=\omega\sqrt{1-t^2/E_p^2}$, and the barrier
\begin{equation}
E_b=\frac{E_p}{2}-t+\frac{t^2}{2E_p}=\frac{(E_p-t)^2}{2E_p}.
\label{eq:barrier}
\end{equation}

A single pass through the crossing, in either direction, with kinetic energy $\varepsilon$ changes the site, and so keeps the adiabatic surface, with the Landau--Zener probability
\begin{equation}
P=1-e^{-c},\qquad
c=\frac{2\pi t^2}{\hbar\alpha}=\frac{\pi t^2}{\hbar\omega\sqrt{2\varepsilon E_p}}.
\label{eq:P}
\end{equation}
Here $\alpha=2E_p|\dot u|=2\omega\sqrt{2\varepsilon E_p}$ is the rate of change of the diabatic gap. The speed is taken as constant, which requires $t$ and $\sqrt{\hbar\alpha}/2$ to be small against $\varepsilon$.

On the upper surface the lattice turns and passes the crossing repeatedly. The first derivation added the probabilities of these passes, with no coherence between them and every exit into a well final:
\begin{equation}
\mathcal T=P+P(1-P)^2(1+P^2+P^4+\cdots)
=P+\frac{P(1-P)^2}{1-P^2}.
\label{eq:series}
\end{equation}
The probability of ending on the other site is therefore
\begin{equation}
\mathcal T=\frac{2P}{1+P},
\label{eq:result}
\end{equation}
For $P\ll1$ this is $2P$: the electron can transfer on the way out or on the return pass.

\subsection{Second derivation: adding amplitudes}

Now let the motion remain coherent. A pass to the right is described by a unitary matrix between the adiabatic states, ordered as lower, upper. Apart from an overall phase, which can be assigned to the propagation, its general form is
\begin{equation}
S=\begin{pmatrix}
\sqrt P\,e^{i\varphi} & -\sqrt{1-P}\,e^{-i\chi}\\
\sqrt{1-P}\,e^{i\chi} & \sqrt P\,e^{-i\varphi}
\end{pmatrix}.
\end{equation}
The columns are the incoming states. The minus sign makes the columns orthogonal. For a pass to the left, the amplitude to stay on the upper surface is written $\sqrt P\,e^{-i\varphi'}$.

Let $\theta_R$ and $\theta_L$ be the phases gathered on the upper surface to the right and to the left of the crossing, including the turning points. One complete round trip on the upper surface, with two passes, multiplies the amplitude by $Pz$, where
\begin{equation}
z=e^{i(\theta_R+\theta_L-\varphi-\varphi')}.
\end{equation}

Direct transmission on the lower surface has amplitude $\sqrt P\,e^{i\varphi}$. The shortest indirect path goes up at the first pass, stays up at the second and comes down at the third. Its amplitude is
\begin{equation}
\sqrt{1-P}\,e^{i\chi}\,e^{i\theta_R}\,\sqrt P\,e^{-i\varphi'}\,e^{i\theta_L}
\left(-\sqrt{1-P}\,e^{-i\chi}\right)
=-\sqrt P\,e^{i\varphi}(1-P)z.
\end{equation}
The phase $\chi$ cancels, and $e^{i(\theta_R+\theta_L-\varphi')}$ has been written as $ze^{i\varphi}$. Further round trips supply powers of $Pz$, so the total amplitude is
\begin{equation}
\mathcal A=\sqrt P\,e^{i\varphi}\left[1-\frac{(1-P)z}{1-Pz}\right]
=\sqrt P\,e^{i\varphi}\,\frac{1-z}{1-Pz},
\label{eq:amp}
\end{equation}
because $1-Pz-(1-P)z=1-z$. With $z=e^{i\theta}$ the transmission at one energy is
\begin{equation}
|\mathcal A|^2=\frac{2P(1-\cos\theta)}{1+P^2-2P\cos\theta}.
\label{eq:coherent}
\end{equation}
Its derivative with respect to $\cos\theta$ has the sign of
\begin{equation}
-(1+P^2-2P\cos\theta)+2P(1-\cos\theta)=-(1-P)^2,
\end{equation}
which is negative for $P<1$. The extremes therefore lie at $\cos\theta=\pm1$. At $z=1$ the direct and indirect paths cancel and nothing is transmitted. At $z=-1$ the transmission reaches $4P/(1+P)^2$.

To average over $\theta$, expand the fraction in \eqref{eq:amp}:
\begin{equation}
\frac{1-z}{1-Pz}=1+\sum_{n=1}^{\infty}(P^n-P^{n-1})z^n
=1-(1-P)\sum_{n=1}^{\infty}P^{n-1}z^n.
\end{equation}
For a uniformly distributed phase, the average of $z^n(z^*)^{m}$ is one for $n=m$ and zero otherwise. Only the squares of the coefficients remain:
\begin{equation}
\langle|\mathcal A|^2\rangle
=P\left[1+(1-P)^2\sum_{n=1}^{\infty}P^{2(n-1)}\right]
=P\left[1+\frac{1-P}{1+P}\right]=\frac{2P}{1+P}.
\label{eq:average}
\end{equation}
These are the terms of the probability sum, one by one. Paths with different numbers of round trips carry different powers of $z$, so their interference averages to zero.

Two-channel quantum scattering provides a check that uses neither the Landau--Zener formula nor classical paths. In units with $\hbar$ and the mass equal to one, the diabatic potentials cross with slopes $\pm10$. At $t=5$, a smooth average over a range of energies well above the crossing gives a transmission of $0.703$, against $0.699$ from \eqref{eq:result} with the Landau--Zener $P$. Within the same range the transmission swings between $0.000$ and $0.950$; the predicted maximum is $0.951$.

\subsection{What each derivation assumes}

Both derivations take over the single-pass probability, with its constant speed and separate passes. Both need enough energy for the upper surface to be reached, and both treat an exit into a well as final.

They differ in what happens between passes. The first assumes that coherence is lost there, for instance to lattice modes outside the model. Equation \eqref{eq:result} then holds at each energy. The second assumes full coherence, and it yields \eqref{eq:result} for an average in which $\theta$ covers the circle uniformly while $P$ hardly changes. At a single energy it is replaced by \eqref{eq:coherent}, which can differ from it completely.

The second assumption can be checked for a thermal spread of energies. The phase changes with energy at the rate given by the round-trip time divided by $\hbar$. Near the crossing each diabatic surface has slope $E_p$ in magnitude, so the deceleration is $E_p/M=\omega^2$. An excursion to one side takes $2|\dot u|/\omega^2$, and the round trip takes twice that. With $|\dot u|=\omega\sqrt{2\varepsilon/E_p}$ and $\varepsilon=k_BT$, this local rate of change, taken on the diabatic surfaces and multiplied by $k_BT$, gives the rough estimate
\begin{equation}
\Delta\theta\approx\frac{4k_BT}{\hbar\omega}\sqrt{\frac{2k_BT}{E_p}}.
\label{eq:phase}
\end{equation}
For the opening example, with $k_BT=0.02585$ eV, this is $4\times1.29\times0.32\approx1.7$, well short of $2\pi$. A phase spread uniformly over the circle cannot be assumed there, so the rates of the example are obtained from the first derivation, which assumes a loss of coherence that the two-site model does not itself contain. This does not mean that coherent motion would give a very different thermal rate. A uniform phase is sufficient for \eqref{eq:result}, but it is not necessary for a thermal average close to it. For weak hopping, the golden-rule sum used below keeps the interference between passes, and in the example it differs from the classical nonadiabatic rate by only 14\%.

\subsection{The thermal rate}

Let the left well be in thermal equilibrium, with $E_b$ well above $k_BT$. The rate is the flux over the top of the lower surface, weighted with $\mathcal T$ and divided by the population of the well. In the harmonic approximation the integral of the Boltzmann factor over $u$ and $\dot u$ in the well is
\begin{equation}
\sqrt{\frac{2\pi k_BT}{M}}\sqrt{\frac{2\pi k_BT}{M\omega_w^2}}\,e^{-W_{\min}/k_BT}
=\frac{2\pi k_BT}{M\omega_w}\,e^{-W_{\min}/k_BT}.
\end{equation}
In the flux, $\dot u\,d\dot u=d\varepsilon/M$. With $x=\varepsilon/k_BT$ the flux is $(k_BT/M)\,\kappa\,e^{-W_{\rm top}/k_BT}$, where
\begin{equation}
\kappa=\int_0^\infty dx\,e^{-x}\,\frac{2P(x)}{1+P(x)}.
\end{equation}
The ratio of the two expressions is the rate to the one neighbour,
\begin{equation}
k=\frac{\omega_w}{2\pi}\,\kappa\,\exp\left[-\frac{(E_p-t)^2}{2E_pk_BT}\right].
\label{eq:rate}
\end{equation}

This is an interpolation. The kinetic energy at the top of the lower surface must exceed $2t$ before the upper surface can be reached, yet $\mathcal T$ is used here for all $\varepsilon$. The scattering model measures the total error of the interpolation, which also includes tunnelling and the change of speed during a pass. There $k_BT=8$, and the thermal flux is expressed relative to the crossing energy, so that the interpolation reads $\kappa e^{t/k_BT}$. For $t=2$, $5$ and $8$ the quantum values are $0.700$, $1.756$ and $2.689$; the interpolation gives $0.657$, $1.744$ and $2.702$. Relative to the quantum values it is 6\% low in the first case and within 1\% in the other two. The same $\kappa$ with the barrier left at the crossing gives $0.994$ at $t=8$, little more than a third of the quantum flux. The lowering is needed.

\subsection{The two limits}

Write $c=c_T/\sqrt x$, with $c_T=\pi t^2/(\hbar\omega\sqrt{2E_pk_BT})$. If $c_T\gg1$, then $P\approx1$ at thermal speeds, $\kappa\to1$, and \eqref{eq:rate} becomes the adiabatic rate.

If $c_T\ll1$, then $\mathcal T\approx2P\approx2c$ except for $x\lesssim c_T^2$, a range too small to matter at leading order. Since $\int_0^\infty dx\,x^{-1/2}e^{-x}=\sqrt\pi$,
\begin{equation}
\kappa\to2\sqrt\pi\,c_T.
\label{eq:kna}
\end{equation}
If also $t\ll k_BT$ and $t\ll E_p$, the barrier may be replaced by $E_p/2$ and $\omega_w$ by $\omega$:
\begin{equation}
k\to\frac{\omega}{2\pi}\,\frac{2\sqrt\pi\,\pi t^2}{\hbar\omega\sqrt{2E_pk_BT}}\,e^{-E_p/2k_BT}
=\frac{t^2}{\hbar}\sqrt{\frac{\pi}{2E_pk_BT}}\,e^{-E_p/2k_BT}.
\label{eq:na}
\end{equation}
This is the nonadiabatic rate. The factor 2 from the second chance to transfer is needed to obtain it. A golden-rule sum over displaced oscillator levels, smoothed over one phonon quantum, agrees with \eqref{eq:na} to about 0.5\% for a slow phonon of $0.004$ eV.

\subsection{The opening example resolved}

For $E_p=0.50$ eV, $\hbar\omega=0.020$ eV and $t=0.03$ eV, a pass with $\varepsilon=k_BT$ has
\begin{equation}
c_T=\frac{\pi\,(0.03)^2}{0.020\,\sqrt{2(0.50)(0.02585)}}=0.879,\qquad
P=1-e^{-0.879}=0.585,
\end{equation}
so that $\mathcal T=2(0.585)/1.585=0.738$. The flux average is $\kappa=0.787$. The barrier is $(0.47)^2/1.00=0.2209$ eV, and the adiabatic rate is $9.39\times10^8$ per second. Hence
\begin{equation}
k=0.787\times9.39\times10^{8}\ \mathrm{s^{-1}}=7.4\times10^{8}\ \mathrm{s^{-1}}.
\end{equation}

The nonadiabatic formula uses \eqref{eq:kna} in place of $\kappa$. Here that is $2\sqrt\pi\times0.879=3.12$, which is impossible for an average probability. It also leaves the barrier at $0.250$ eV and so misses the factor $e^{0.0291/0.02585}=3.08$. The two errors nearly cancel in the comparison with the adiabatic rate: $3.12/3.08=1.01$. The agreement of the two limits is an accident of these parameters and does not show that either applies. Within the interpolation, the rate lies below both because $\kappa$ removes about a fifth of the classical flux over the lowered barrier. This fifth is bookkeeping of the formula and not the true fraction of failed attempts. A share $1-e^{-2t/k_BT}\approx0.90$ of that flux has $\varepsilon<2t$ and cannot reach the upper surface, so the picture of repeated passes does not describe it literally.

The cancellation is not general: at $t=0.05$ eV the nonadiabatic formula lies about 40\% above the adiabatic one. At $t=0.1$ eV the two errors nearly cancel again. There $\kappa$ is practically one, the barrier is $0.160$ eV, and the interpolated rate is $9.7\times10^9$ per second. The nonadiabatic formula gives $1.06\times10^{10}$, only 9\% more, although its assumption of weak transfer has failed entirely. The estimate $E_p/2-t=0.150$ eV shows that the quadratic term in the barrier already matters.

At $t=0.003$ eV the interpolated rate, $1.00\times10^7$ per second, is 5\% above the nonadiabatic one. The factor $e^{t/k_BT}=1.12$ raises it, and the saturation of $\mathcal T$ takes back about half of the rise. The term linear in $t$ is a defect of the interpolation. The sign of $t$ can be reversed by changing the sign of one site state, so a perturbation expansion of the rate contains only even powers of $t$.

\subsection{Limits of validity}

The example does not meet the condition for constant speed during a pass: $t=0.03$ eV already exceeds $k_BT$. At $\varepsilon=k_BT$ the energy $\sqrt{\hbar\alpha}/2$, which should be small against $\varepsilon$, is
\begin{equation}
\tfrac12\sqrt{2(0.020)(0.161)}\ \mathrm{eV}\approx0.04\ \mathrm{eV},
\end{equation}
larger than $k_BT$. For weak hopping the smoothed golden-rule sum with quantum phonons exceeds \eqref{eq:na} by 14\%. The scattering comparison was made under milder conditions, so its small errors cannot be carried over to the example. The rates there are estimates, and their further digits serve only to make the arithmetic traceable.

The classical flux becomes a poor starting point as the temperature falls to $\hbar\omega/k_B$ and below, because the lattice then tunnels. The top of the lower surface is sharper than the wells: its curvature $E_p-E_p^2/t$ gives the frequency $\omega\sqrt{E_p/t-1}$. For $t=0.03$ eV the corresponding quantum is $0.079$ eV, about $3k_BT$, so tunnelling through the top is not negligible even at 300 K, and the split of the rate into $\kappa$ and a classical barrier factor is only formal there. For weak hopping, with $E_p$ and $\hbar\omega$ of the example, the golden-rule sum exceeds \eqref{eq:na} by about 30\% at $k_BT=\hbar\omega$ and is about seven times as large at half that temperature. If the lattice loses energy too slowly, it can return from the new well before it settles, and the exits are not final. If it loses energy during the crossing itself, the passes no longer share one speed. For $t$ close to $E_p$ the barrier is no longer large against $k_BT$, and a rate between two separate wells loses its meaning.

\section*{Values computed for the example and the checks}
\begin{verbatim}
One pass: J^2/(hbar*gap rate), P integrated, P formula
  0.0400  0.2222  0.2222
  0.1225  0.5368  0.5368
  0.2500  0.7921  0.7921
Surface with E_p = 1: t/E_p, barrier/E_p, (w_well/w)^2
  0.05  0.45125  0.9975
  0.20  0.32000  0.9600
  0.40  0.18000  0.8400
Scattering model (hbar = mass = 1): slope 10, kT 8
  t, mean T quantum, mean 2P/(1+P), min T, max T, max formula
  2  0.210  0.208  0.000  0.452  0.453
  5  0.703  0.699  0.000  0.950  0.951
  8  0.915  0.925  0.000  0.999  0.998
Thermal flux relative to the crossing energy:
  t, quantum, interpolation, same kappa with unlowered barrier
  2  0.700  0.657  0.511
  5  1.756  1.744  0.933
  8  2.689  2.702  0.994
Small-t check at phonon quantum 0.004 eV, t 1e-05 eV:
  interpolated/Franck-Condon rate 0.9950
  nonadiabatic/Franck-Condon rate 0.9947
Example: E_p 0.50 eV, phonon quantum 0.020 eV, T 300 K
  kT 0.02585 eV, crossing height E_p/2 0.250 eV
  quantum-phonon/classical nonadiabatic rate 1.141
  t (eV), c, P and T at kinetic energy kT, kappa
  0.003  0.0088  0.0088  0.0174  0.0293
  0.010  0.0977  0.0931  0.1703  0.2393
  0.030  0.8793  0.5849  0.7381  0.7870
  0.100  9.7695  0.9999  1.0000  0.9997
  t (eV), E_p/2-t (eV), full barrier (eV)
  0.003  0.2470  0.2470
  0.010  0.2400  0.2401
  0.030  0.2200  0.2209
  0.100  0.1500  0.1600
  t (eV), rates (1/s): interpolated, nonadiabatic, adiabatic
  0.003  1.003e+07  9.515e+06  3.427e+08
  0.010  1.071e+08  1.057e+08  4.476e+08
  0.030  7.391e+08  9.515e+08  9.392e+08
  0.100  9.718e+09  1.057e+10  9.722e+09
\end{verbatim}
